# Coulomb matrix elements of interstitial plane waves in the mixed product basis, part 1

(Sections cited here and not found follow in the second part.)

An interstitial plane wave (IPW) is a plane wave cut off at the surfaces of the muffin-tin (MT) spheres. The region it fills has no shape in which the six-dimensional Coulomb integral separates. The Fourier sum \(\sum_{\mathbf p}c_I^*\,4\pi p^{-2}c_J\) is available but slow: the coefficients of a function that jumps on a sphere fall as \(p^{-2}\), a term falls as \(p^{-6}\), the number of terms grows as \(p^2dp\), and the part beyond a cutoff \(G_c\) is of order \(G_c^{-3}\). In the example below, the 787893 plane waves with \(p<60\) bohr⁻¹, weighted by a smooth cutoff centred at 42 bohr⁻¹, still miss \(1.15\times10^{-5}\) Ha bohr³ in an element of 3.62 Ha bohr³. With full weight up to 60 bohr⁻¹ the asymptotic tail of a diagonal element, \(16\pi\sum_as_a^2/(3\Omega G_c^3)\), is \(3.7\times10^{-6}\) Ha bohr³. Writing the IPW as a full plane wave minus its parts in the spheres replaces this sum by short angular-momentum series.

## Assumptions and conventions

Hartree atomic units are used. The cell has volume \(\Omega\), lattice vectors \(\mathbf T\) and reciprocal vectors \(\mathbf G\). The spheres have centres \(\mathbf R_a\) and radii \(s_a\) and neither overlap nor touch. \(\Theta=1-\Theta^{\rm MT}\) is 1 in the interstitial and 0 in the spheres. With \(\mathbf q=\mathbf k+\mathbf G\), \(\mathbf q'=\mathbf k+\mathbf G'\), the basis functions are
\[M_{\mathbf G}=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}\Theta(\mathbf r),\qquad M_{aLM}=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}f(\rho)Y_{LM}(\hat{\boldsymbol\rho}),\quad\boldsymbol\rho=\mathbf r-\mathbf T-\mathbf R_a,\]
with \(f\) real, zero for \(\rho>s_a\), and \(Y_{lm}\) in the Condon-Shortley phase, \(Y_{l,-m}=(-1)^mY_{lm}^*\). The matrix, in Ha bohr³, is
\[v_{IJ}=\lim_{\lambda\to0^+}\int_{\rm cell}d^3r\int_{\rm all}d^3r'\,M_I^*(\mathbf r)\frac{e^{-\lambda|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}M_J(\mathbf r').\]
The screening fixes the value of sums that are conditionally convergent. The Bloch vector \(\mathbf k\) is not a reciprocal lattice vector. Define
\[N_{lm}=\sqrt{\frac{4\pi}{(2l+1)(l+m)!(l-m)!}},\qquad C_{lm}=\frac{4\pi}{(2l+1)N_{lm}},\]
\[R_{lm}(\mathbf r)=N_{lm}r^lY_{lm},\quad I_{lm}(\mathbf r)=\frac{C_{lm}Y_{lm}}{r^{l+1}},\quad S^{ab}_{lm}={\sum_{\mathbf T}}'e^{i\mathbf k\cdot\mathbf T}I_{lm}(\mathbf R_b+\mathbf T-\mathbf R_a),\]
where the prime drops the term of zero argument, and the Fourier coefficients \(\Theta_{\mathbf g}=\Omega^{-1}\int_{\rm cell}e^{-i\mathbf g\cdot\mathbf r}\Theta\,d^3r=\delta_{\mathbf g0}-\Theta^{\rm MT}_{\mathbf g}\). The spherical Bessel functions are \(j_l(x)=(2i^l)^{-1}\int_{-1}^1e^{ixt}P_l(t)dt\), extended by \(j_{-1}(x)=\cos x/x\). For \(l\ge0\) their recurrences read
\[(x^{l+2}j_{l+1})'=x^{l+2}j_l,\quad(x^{1-l}j_{l-1})'=-x^{1-l}j_l,\quad j_{l+1}+j_{l-1}=\frac{2l+1}{x}j_l.\tag{1}\]

## Theorem

Let \(Q=\int_0^{s_a}r^{L+2}f\,dr\), let \(\gamma\) be the angle between \(\mathbf q\) and \(\mathbf q'\), and let
\[\mu^a_{lm}(\mathbf q)=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf R_a}4\pi i^lY^*_{lm}(\hat{\mathbf q})N_{lm}\,s_a^{l+2}j_{l+1}(qs_a)/q.\]
Then
\[v_{aLM,\mathbf G}=Q\Big\{\frac{4\pi i^LY^*_{LM}(\hat{\mathbf q})e^{i\mathbf q\cdot\mathbf R_a}}{\sqrt\Omega}\,\frac{4\pi s_a^{1-L}j_{L-1}(qs_a)}{(2L+1)q}-N_{LM}\sum_{blm}(-1)^{M+l}\mu^b_{lm}(\mathbf q)S^{ab}_{L+l,m-M}\Big\},\tag{A}\]
\[v_{\mathbf{GG}'}=\frac{4\pi}{q^2}\Theta_{\mathbf G-\mathbf G'}-\frac{16\pi^2}{\Omega}\sum_ae^{i(\mathbf G'-\mathbf G)\cdot\mathbf R_a}\frac{s_a^3}{qq'}\sum_lP_l(\cos\gamma)j_{l+1}(qs_a)j_{l-1}(q's_a)+v^{\rm off},\tag{B}\]
\[v^{\rm off}=\sum_{ab}\sum_{LMlm}(-1)^{M+l}\mu^{a}_{LM}(\mathbf q)^*\mu^b_{lm}(\mathbf q')S^{ab}_{L+l,m-M}.\]
The sums over the \(l\) of a plane wave run to infinity.

## Lemmas

**Lemma 1 (full plane wave).** For \(q\ne0\) the density \(e^{i\mathbf q\cdot\mathbf r}\) has the potential \(4\pi e^{i\mathbf q\cdot\mathbf r}/q^2\), and \(v_{IJ}=\sum_{\mathbf p}c_I^*(\mathbf p)\,4\pi p^{-2}c_J(\mathbf p)\) when \(M_I=\Omega^{-1/2}\sum_{\mathbf p}c_I(\mathbf p)e^{i\mathbf p\cdot\mathbf r}\), \(\mathbf p=\mathbf k+\mathbf G''\).

*Proof.* Put \(\mathbf r'=\mathbf r+\mathbf u\). The angular integral of \(e^{i\mathbf q\cdot\mathbf u}\) is \(4\pi\sin(qu)/(qu)\), so the screened potential is \(e^{i\mathbf q\cdot\mathbf r}(4\pi/q)\int_0^\infty e^{-\lambda u}\sin(qu)\,du=4\pi e^{i\mathbf q\cdot\mathbf r}/(q^2+\lambda^2)\). The limit is finite for \(q\ne0\). Since \(\mathbf k\) is not a reciprocal vector, no \(\mathbf p\) vanishes, and orthogonality of the plane waves over the cell gives the sum. For an IPW, \(c_{\mathbf G}(\mathbf k+\mathbf G'')=\Theta_{\mathbf G''-\mathbf G}\). ∎

**Lemma 2 (plane wave in a sphere).** About \(\mathbf R_a\),
\[e^{i\mathbf q\cdot(\mathbf R_a+\mathbf r)}=e^{i\mathbf q\cdot\mathbf R_a}4\pi\sum_{lm}i^lj_l(qr)Y^*_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r}),\]
the moments \(\int R^*_{lm}\,\Omega^{-1/2}e^{i\mathbf q\cdot(\mathbf R_a+\mathbf r)}d^3r\) over sphere \(a\) equal \(\mu^a_{lm}(\mathbf q)\), and \(\Theta^{\rm MT}_{\mathbf g}=\sum_a(4\pi s_a^3/\Omega)e^{-i\mathbf g\cdot\mathbf R_a}j_1(gs_a)/(gs_a)\).

*Proof.* The definition of \(j_l\) makes \((2l+1)i^lj_l(x)\) the Legendre coefficient of \(e^{ixt}\), and \((2l+1)P_l=4\pi\sum_mY^*_{lm}Y_{lm}\) gives the Rayleigh expansion. In the moment, orthonormality keeps the term \(lm\), and the first relation (1) gives \(\int_0^sr^{l+2}j_l(qr)dr=s^{l+2}j_{l+1}(qs)/q\). The case \(l=0\) gives \(4\pi\int_0^sr^2j_0(gr)dr=4\pi s^3j_1(gs)/(gs)\), where \(j_1(x)/x\to1/3\) at \(g=0\). ∎

**Lemma 3 (on-site potential).** The density \(j_l(qr)Y_{lm}\) for \(r<s\), zero outside, has inside the sphere the potential \(V_l(r)Y_{lm}\) with
\[V_l(r)=\frac{4\pi}{q^2}j_l(qr)-\frac{4\pi\,s^{1-l}j_{l-1}(qs)}{(2l+1)q}\,r^l.\]

*Proof.* The Laplace expansion \(|\mathbf r-\mathbf r'|^{-1}=\sum_{lm}\frac{4\pi}{2l+1}r_<^lr_>^{-l-1}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')\) gives
\[V_l=\frac{4\pi}{2l+1}\Big[r^{-l-1}\!\int_0^r\!t^{l+2}j_l(qt)dt+r^l\!\int_r^s\!t^{1-l}j_l(qt)dt\Big].\]
By the first two relations (1), the first term in the bracket is \(rj_{l+1}(qr)/q\) and the second is \(rj_{l-1}(qr)/q-r^ls^{1-l}j_{l-1}(qs)/q\). The third relation turns \(r(j_{l+1}+j_{l-1})/q\) into \((2l+1)j_l(qr)/q^2\). ∎

The first term of \(V_l\) is the \(l\) component of the potential of the uncut wave. The second, harmonic term removes the potential of the charge outside the sphere.

**Lemma 4 (two centres).** For \(|\mathbf r|+|\mathbf r'|<D\),
\[\frac1{|\mathbf D-\mathbf r+\mathbf r'|}=\sum_{LMlm}(-1)^{M+l}R_{LM}(\mathbf r)R^*_{lm}(\mathbf r')I_{L+l,m-M}(\mathbf D).\]

*Proof.* Let \(w=x+iy\) and \(\mathbf a\cdot\mathbf r=z-tw/2+w^*/(2t)\). The components of \(\mathbf a\) are \((-t+1/t)/2\), \(-i(t+1/t)/2\) and 1, and their squares add to \(-\tfrac12-\tfrac12+1=0\), the terms in \(t^{\pm2}\) cancelling. Then \(\nabla^2(\mathbf a\cdot\mathbf r)^l=l(l-1)\,\mathbf a\cdot\mathbf a\,(\mathbf a\cdot\mathbf r)^{l-2}=0\). The coefficient of \(t^m\) in \((\mathbf a\cdot\mathbf r)^l/l!\) is harmonic, of degree \(l\), and carries \(e^{im\varphi}\), so it is a multiple of \(R_{lm}\). For \(m\ge0\) its leading term near the \(z\) axis is \((-w/2)^mz^{l-m}/[m!(l-m)!]\). In \(R_{lm}\), the factor \(N_{lm}\) times the normalisation of \(Y_{lm}\) is \((-1)^m/(l+m)!\), and the Rodrigues formula gives \(P_l^{(m)}(1)=(l+m)!/[2^mm!(l-m)!]\) for the \(m\)-th derivative; the leading terms agree and the multiple is 1. Conjugation at real \(t\) followed by \(t\to-1/t\) leaves \(\mathbf a\cdot\mathbf r\) unchanged, which extends this to \(m<0\). Hence \(e^{\mathbf a\cdot\mathbf r}=\sum_{lm}t^mR_{lm}(\mathbf r)\), and \(e^{\mathbf a\cdot(\mathbf x+\mathbf y)}=e^{\mathbf a\cdot\mathbf x}e^{\mathbf a\cdot\mathbf y}\) yields \(R_{n\nu}(\mathbf x+\mathbf y)=\sum R_{LM'}(\mathbf x)R_{lm}(\mathbf y)\) over \(L+l=n\), \(M'+m=\nu\).

Because \(N_{lm}C_{lm}=4\pi/(2l+1)\), the Laplace expansion is \(|\mathbf D-\mathbf x|^{-1}=\sum R^*_{n\nu}(\mathbf x)I_{n\nu}(\mathbf D)\). Take \(\mathbf x=\mathbf r-\mathbf r'\), use \(R_{lm}(-\mathbf r')=(-1)^lR_{lm}(\mathbf r')\), set \(M'=-M\), and use \(R^*_{L,-M}=(-1)^MR_{LM}\).

For the rearrangement, the degree-\(n\) term \(x^nP_n/D^{n+1}\) equals \(D^{-n-1}\) times the average over \(\phi\) of \((\mathbf b\cdot\mathbf x)^n\), with \(\mathbf b=\hat{\mathbf D}+i\mathbf e_\phi\) and \(\mathbf e_\phi\perp\mathbf D\) a unit vector: both are harmonic (\(\mathbf b\cdot\mathbf b=0\)), axially symmetric and equal on the axis. Since \(|\mathbf b\cdot\mathbf r|\le r\), the part of degrees \(L,l\) is at most \(\binom{L+l}{L}r^Lr'^l/D^{L+l+1}\), and these bounds sum to \(1/(D-r-r')\). ∎

**Lemma 5 (structure constants).** With \(\boldsymbol\tau=\mathbf R_b-\mathbf R_a\), \(\mathbf D=\boldsymbol\tau+\mathbf T\), \(\mathbf p=\mathbf G-\mathbf k\) and any \(\eta>0\),
\[S^{ab}_{lm}={\sum_{\mathbf T}}'e^{i\mathbf k\cdot\mathbf T}I_{lm}(\mathbf D)\frac{\Gamma(l+\frac12,\eta^2D^2)}{\Gamma(l+\frac12)}+\frac{4\pi C_{lm}(-i)^l}{\Omega\,(2l-1)!!}\sum_{\mathbf G}p^{l-2}Y_{lm}(\hat{\mathbf p})e^{-p^2/4\eta^2+i\mathbf p\cdot\boldsymbol\tau}-\delta_{ab}\delta_{l0}\frac{2\eta}{\sqrt\pi}.\]

*Proof.* Let \(\mathcal D=r^{-1}d/dr\) and \(\mathcal Y_{lm}=r^lY_{lm}\). For radial \(F\), \(\mathbf a\cdot\nabla F=(\mathbf a\cdot\mathbf r)\mathcal DF\) and \(\mathbf a\cdot\nabla(\mathbf a\cdot\mathbf r)=0\), so \((\mathbf a\cdot\nabla)^lF=(\mathbf a\cdot\mathbf r)^l\mathcal D^lF\), and the coefficient of \(t^m\) gives \(\mathcal Y_{lm}(\nabla)F=\mathcal Y_{lm}(\mathbf r)\mathcal D^lF\). Now \(\mathcal D^lr^{-1}=(-1)^l(2l-1)!!\,r^{-2l-1}\). For \(F=\operatorname{erf}(\eta r)/r=(2/\sqrt\pi)\int_0^\eta e^{-u^2r^2}du\), each \(\mathcal D\) brings \(-2u^2\), so \(\mathcal D^lF=(-2)^l\gamma(l+\frac12,\eta^2r^2)/(\sqrt\pi\,r^{2l+1})\); with \(\Gamma(l+\frac12)=(2l-1)!!\sqrt\pi/2^l\) this is \(\mathcal D^lr^{-1}\) times \(\gamma/\Gamma\). So \(I_{lm}\) splits into the short-range part shown and \(h=C_{lm}(-1)^l\mathcal Y_{lm}(\nabla)F/(2l-1)!!\). The transform of \(F\) is \(2\pi\int_0^\eta u^{-3}e^{-p^2/4u^2}du=4\pi e^{-p^2/4\eta^2}/p^2\), and \(\nabla\to i\mathbf p\) gives \((-1)^li^lp^lY_{lm}(\hat{\mathbf p})\). Poisson summation of \(e^{i\mathbf k\cdot\mathbf r}h(\mathbf r)\) gives \(\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}h(\boldsymbol\tau+\mathbf T)=\Omega^{-1}\sum_{\mathbf G}\hat h(\mathbf p)e^{i\mathbf p\cdot\boldsymbol\tau}\); it is applied with the screening present, and the limit is finite because no \(\mathbf p\) vanishes. For \(a=b\) this sum contains \(h(0)\), which the prime excludes. It vanishes for \(l>0\) and is \(F(0)=2\eta/\sqrt\pi\) for \(l=0\), since \(C_{00}Y_{00}=1\). ∎

**Lemma 6 (off-site energy).** Let \(\rho_I\) lie in sphere \(a\) of the home cell and let \(\rho_J\) be a Bloch density in the spheres, with moments \(\mu_{lm}=\int R^*_{lm}\rho\,d^3r\) about the home-cell centres. The interaction of \(\rho_I^*\) with all spheres but its own is \(\sum_b\sum(-1)^{M+l}\mu^{a*}_{LM}[\rho_I]\,\mu^b_{lm}[\rho_J]\,S^{ab}_{L+l,m-M}\).

*Proof.* A point \(\mathbf R_a+\mathbf r\) and a point \(\mathbf R_b+\mathbf T+\mathbf r'\) are \(|\mathbf D-\mathbf r+\mathbf r'|\) apart, and \(s_a+s_b<D\). In Lemma 4, \(\int\rho_I^*R_{LM}=\mu^*_{LM}[\rho_I]\), and the moment in cell \(\mathbf T\) is \(e^{i\mathbf k\cdot\mathbf T}\mu^b_{lm}\). The orders \(L+l\ge3\) are together bounded by a constant times \(D^{-4}\), uniformly in \(\lambda\), so they sum absolutely over \(\mathbf T\) and the limit may be taken termwise. The finitely many orders \(L+l\le2\) tend to the values of Lemma 5; their non-harmonic part is \(\lambda^2\) times a sum with a finite limit and vanishes. ∎

The lemmas now supply the potential of a full plane wave, its expansion and on-site potential in a sphere, and the interaction between different spheres. It remains to combine them into a proof of (A) and (B), to discuss the limits and convergence of these formulas, and to test them on an example.
